# A Monotone Godunov Level-Set Scheme for Corners in Isotropic Etching: a program that tests the result

```python
"""
Result under test: for isotropic etching, phi_t + R |grad phi| = 0, the
monotone Godunov scheme converges to the viscosity solution
    phi(x, t) = min of phi0 over the disc of radius r = R t about x,
so exposed solid edges stay sharp and trench-bottom corners become arcs.
Symbols: phi < 0 gas, phi > 0 solid; x lateral, z depth (nm); R etch rate;
h grid spacing; lam = R dt / h; u, v = coordinates from the bottom corner.
Arrays are indexed [x, z]; domain edges are mirrors halfway between nodes.
"""
import numpy as np
from scipy.interpolate import RegularGridInterpolator
from scipy.optimize import brentq

rng = np.random.default_rng(7)
RATE, TIME = 100.0, 1.0            # nm/min, min
HALF_WIDTH, DEPTH = 100.0, 300.0   # nm
LAM = 0.5
ETCH = RATE * TIME                 # nm
X_MAX, Z_MIN, Z_MAX = 400.0, -100.0, 500.0


def godunov_step(phi, lam):
    g = np.pad(phi, 1, mode="edge")
    mx = np.minimum(phi, np.minimum(g[:-2, 1:-1], g[2:, 1:-1]))
    mz = np.minimum(phi, np.minimum(g[1:-1, :-2], g[1:-1, 2:]))
    return phi - lam * np.hypot(phi - mx, phi - mz)


def central_step(phi, lam):
    g = np.pad(phi, 1, mode="edge")
    dx = (g[2:, 1:-1] - g[:-2, 1:-1]) / 2
    dz = (g[1:-1, 2:] - g[1:-1, :-2]) / 2
    return phi - lam * np.hypot(dx, dz)


def initial_phi(x, z):
    return np.minimum(z, np.maximum(x - HALF_WIDTH, z - DEPTH))


def exact_phi(x, z, r):
    u, v = x - HALF_WIDTH, z - DEPTH
    root = np.sqrt(np.maximum(2 * r**2 - (u - v)**2, 0.0))
    trench = np.where(np.abs(u - v) < r, (u + v - root) / 2,
                      np.maximum(u, v) - r)
    return np.minimum(z - r, trench)


def evolve(h, r):
    x = (np.arange(round(X_MAX / h)) + 0.5) * h
    z = Z_MIN + (np.arange(round((Z_MAX - Z_MIN) / h)) + 0.5) * h
    xx, zz = np.meshgrid(x, z, indexing="ij")
    phi = initial_phi(xx, zz)
    steps = round(r / (LAM * h))
    assert abs(steps * LAM * h - r) < 1e-9
    for _ in range(steps):
        phi = godunov_step(phi, LAM)
    return x, z, xx, zz, phi


def front_distance(x, z, phi, start, angle_deg):
    """Distance from start to phi = 0 along a ray; 90 degrees is downward."""
    f = RegularGridInterpolator((x, z), phi)
    c, s = np.cos(np.radians(angle_deg)), np.sin(np.radians(angle_deg))
    return brentq(lambda d: f([[start[0] + d * c, start[1] + d * s]])[0],
                  0.0, 180.0)


def stencil(center, left, right, up, down):
    a = np.full((3, 3), center, dtype=float)
    a[0, 1], a[2, 1], a[1, 0], a[1, 2] = left, right, up, down
    return a


# Upwind formula against the min/max definition of the Godunov Hamiltonian
worst_riemann = 0.0
for _ in range(200):
    pm, pp, qm, qp = rng.uniform(-1, 1, 4)
    H = np.hypot(np.linspace(pm, pp, 201)[:, None],
                 np.linspace(qm, qp, 201)[None, :])
    inner = H.min(axis=1) if qm <= qp else H.max(axis=1)
    by_definition = inner.min() if pm <= pp else inner.max()
    by_scheme = -godunov_step(stencil(0, -pm, pp, -qm, qp), 1.0)[1, 1]
    worst_riemann = max(worst_riemann, abs(by_definition - by_scheme))
assert worst_riemann < 0.01        # sampling interval of the slopes

# Update against a direct minimum over controlled averages
theta = np.linspace(0, 2 * np.pi, 3601)
a, b = np.cos(theta), np.sin(theta)
worst_control = 0.0
for _ in range(200):
    c, le, ri, up, dn = rng.uniform(-1, 1, 5)
    lam = 0.7
    mean = (c * (1 - lam * (abs(a) + abs(b)))
            + lam * abs(a) * np.where(a > 0, ri, le)
            + lam * abs(b) * np.where(b > 0, dn, up))
    direct = min(c, mean.min())
    scheme = godunov_step(stencil(c, le, ri, up, dn), lam)[1, 1]
    worst_control = max(worst_control, abs(direct - scheme))
assert worst_control < 1e-5        # sampling interval of the angle

# Monotonicity below the limit, and its failure above
for _ in range(100):
    low = rng.normal(size=(20, 20))
    high = low + rng.exponential(size=(20, 20)) * rng.integers(0, 2, (20, 20))
    assert np.all(godunov_step(low, 0.7) <= godunov_step(high, 0.7) + 1e-12)
spike_ok = godunov_step(stencil(1, 0, 0, 0, 0), 0.7)[1, 1]
spike_bad = godunov_step(stencil(1, 0, 0, 0, 0), 0.9)[1, 1]
assert spike_ok >= 0 > spike_bad

# Closed solution against a sampled minimum over the disc
rad = np.linspace(0, ETCH, 201)[:, None]
ang = np.linspace(0, 2 * np.pi, 721)[None, :]
worst_disc = 0.0
for px, pz in zip(rng.uniform(0, X_MAX, 200), rng.uniform(Z_MIN, Z_MAX, 200)):
    sampled = initial_phi(px + rad * np.cos(ang), pz + rad * np.sin(ang)).min()
    gap = sampled - exact_phi(px, pz, ETCH)
    assert gap > -1e-9
    worst_disc = max(worst_disc, gap)
assert worst_disc < 0.6            # distance to the nearest disc sample, nm


# Sharp rival: solves the equation off its kink, fails the viscosity test
def rival(u, v, t):
    return np.maximum(u, v) - RATE * t


def plane(u, v, t):
    return (u + v) / 2 - RATE * t


def residual(f, u, v, t, e=1e-3):
    ft = (f(u, v, t + e) - f(u, v, t - e)) / (2 * e)
    fu = (f(u + e, v, t) - f(u - e, v, t)) / (2 * e)
    fv = (f(u, v + e, t) - f(u, v - e, t)) / (2 * e)
    return ft + RATE * np.hypot(fu, fv)


uu, vv = rng.uniform(-100, 100, (2, 1000))
off = np.abs(uu - vv) > 0.1
assert np.max(np.abs(residual(rival, uu[off], vv[off], 0.5))) < 1e-5
assert np.all(plane(uu, vv, 0.5) <= rival(uu, vv, 0.5) + 1e-12)
assert abs(plane(30.0, 30.0, 0.5) - rival(30.0, 30.0, 0.5)) < 1e-12
plane_residual = residual(plane, 30.0, 30.0, 0.5)
assert plane_residual < -1.0
rival_distance = brentq(lambda d: rival(d / 2**0.5, d / 2**0.5, TIME), 0, 300)

# Trench on four grids
spacings = [10.0, 5.0, 2.5, 1.25]
errors, bounds, arcs, edges = [], [], [], []
for h in spacings:
    x, z, xx, zz, phi = evolve(h, ETCH)
    ref = exact_phi(xx, zz, ETCH)
    band = np.abs(ref) <= 50.0
    errors.append(np.max(np.abs(phi - ref)[band]))
    bounds.append(np.sqrt(np.sqrt(2) * ETCH * h))
    arcs.append(front_distance(x, z, phi, (HALF_WIDTH, DEPTH), 45))
    edges.append(front_distance(x, z, phi, (HALF_WIDTH, 0.0), 45))
    assert errors[-1] <= bounds[-1]
    assert arcs[-1] < ETCH
assert np.all(np.diff(errors) < 0)
assert np.all(np.diff(arcs) > 0)
order = np.log2(errors[-2] / errors[-1])
assert order > 0.5
assert abs(arcs[-1] - ETCH) < 5 * spacings[-1]
assert abs(edges[-1] - np.sqrt(2) * ETCH) < spacings[-1]
angles = [0.0, 22.5, 45.0, 67.5, 90.0]
radii = [front_distance(x, z, phi, (HALF_WIDTH, DEPTH), q) for q in angles]
assert max(abs(q - ETCH) for q in radii) < 5 * spacings[-1]


# Steady offset at the sharp edge, from the recursion and from the scheme
def edge_offset(h, r, phi):
    ix = round((HALF_WIDTH + r) / h)
    iz = round((r - Z_MIN) / h)
    return (phi[ix, iz] - h / 2) / h   # exact value at this node is h/2


p, offset_theory = 1 / np.sqrt(2), 0.0
for _ in range(8):
    p = 1 - np.sqrt(1 - p * p)
    offset_theory -= p
h = spacings[-1]
offset_full = edge_offset(h, ETCH, phi)
offset_half = edge_offset(h, ETCH / 2, evolve(h, ETCH / 2)[4])
assert abs(offset_full - offset_theory) < 0.01
assert abs(offset_half - offset_theory) < 0.01

# Thin fin: central differences against Godunov
fin_half, fin_h, fin_time = 50.0, 5.0, 0.75
fx = fin_h * np.arange(-40, 41)
fin_g = np.repeat((fin_half - np.abs(fx))[:, None], 3, axis=1)
fin_c = fin_g.copy()
for _ in range(round(RATE * fin_time / (LAM * fin_h))):
    fin_g = godunov_step(fin_g, LAM * 1.0)
    fin_c = central_step(fin_c, LAM * 1.0)
assert abs(fin_g[40, 1] - (fin_half - RATE * fin_time)) < 1e-6
assert abs(fin_c[40, 1] - fin_half) < 1e-9

print(f"etch rate R = {RATE:.0f} nm/min, time = {TIME:.2f} min")
print(f"etch distance r = {ETCH:.1f} nm")
print(f"trench half-width = {HALF_WIDTH:.0f} nm, depth = {DEPTH:.0f} nm")
print(f"domain: x 0 to {X_MAX:.0f} nm, z {Z_MIN:.0f} to {Z_MAX:.0f} nm")
print(f"lam used = {LAM:.2f}, monotone limit = {1 / np.sqrt(2):.4f}")
print(f"Hamiltonian: formula vs definition, max diff = {worst_riemann:.1e}")
print(f"update vs minimum over controls, max diff = {worst_control:.1e}")
print(f"unit spike after one step, lam 0.7: {spike_ok:.4f}")
print(f"unit spike after one step, lam 0.9: {spike_bad:.4f}")
print(f"closed solution vs sampled disc, max diff = {worst_disc:.3f} nm")
print(f"touching-plane residual of rival = {plane_residual:.2f} nm/min")
print("error = max |phi - exact| where |exact| <= 50 nm")
for hh, e, bd, ar, ed in zip(spacings, errors, bounds, arcs, edges):
    print(f"h = {hh:5.2f} nm: steps {round(ETCH / (LAM * hh)):3d}, "
          f"error {e:.3f} nm, bound {bd:.2f} nm")
    print(f"   bottom corner at 45 deg {ar:.2f} nm, top edge {ed:.2f} nm")
print(f"observed order, two finest grids = {order:.2f}")
print(f"exact bottom-corner distance = {ETCH:.2f} nm")
print(f"exact top-edge distance = {np.sqrt(2) * ETCH:.2f} nm")
print(f"rival (sharp) bottom-corner distance = {rival_distance:.2f} nm")
for q, d in zip(angles, radii):
    print(f"finest grid, arc radius at {q:4.1f} deg = {d:.2f} nm")
print(f"sharp-edge offset, recursion = {offset_theory:.4f} h")
print(f"sharp-edge offset, scheme at 0.5 min = {offset_half:.4f} h")
print(f"sharp-edge offset, scheme at 1.0 min = {offset_full:.4f} h")
print(f"fin half-width = {fin_half:.0f} nm, h = {fin_h:.0f} nm")
print(f"exact fin removal time = {fin_half / RATE:.2f} min")
print(f"fin centre phi at {fin_time:.2f} min, Godunov = {fin_g[40, 1]:.2f} nm")
print(f"fin centre phi at {fin_time:.2f} min, central = {fin_c[40, 1]:.2f} nm")
print("no test failed")
```

Running it gives:

```
etch rate R = 100 nm/min, time = 1.00 min
etch distance r = 100.0 nm
trench half-width = 100 nm, depth = 300 nm
domain: x 0 to 400 nm, z -100 to 500 nm
lam used = 0.50, monotone limit = 0.7071
Hamiltonian: formula vs definition, max diff = 3.0e-03
update vs minimum over controls, max diff = 5.1e-07
unit spike after one step, lam 0.7: 0.0101
unit spike after one step, lam 0.9: -0.2728
closed solution vs sampled disc, max diff = 0.302 nm
touching-plane residual of rival = -29.29 nm/min
error = max |phi - exact| where |exact| <= 50 nm
h = 10.00 nm: steps  20, error 7.798 nm, bound 37.61 nm
   bottom corner at 45 deg 88.90 nm, top edge 146.81 nm
h =  5.00 nm: steps  40, error 4.685 nm, bound 26.59 nm
   bottom corner at 45 deg 93.35 nm, top edge 144.12 nm
h =  2.50 nm: steps  80, error 2.755 nm, bound 18.80 nm
   bottom corner at 45 deg 96.10 nm, top edge 142.77 nm
h =  1.25 nm: steps 160, error 1.589 nm, bound 13.30 nm
   bottom corner at 45 deg 97.75 nm, top edge 142.10 nm
observed order, two finest grids = 0.79
exact bottom-corner distance = 100.00 nm
exact top-edge distance = 141.42 nm
rival (sharp) bottom-corner distance = 141.42 nm
finest grid, arc radius at  0.0 deg = 99.51 nm
finest grid, arc radius at 22.5 deg = 98.09 nm
finest grid, arc radius at 45.0 deg = 97.75 nm
finest grid, arc radius at 67.5 deg = 98.09 nm
finest grid, arc radius at 90.0 deg = 99.51 nm
sharp-edge offset, recursion = -0.3377 h
sharp-edge offset, scheme at 0.5 min = -0.3377 h
sharp-edge offset, scheme at 1.0 min = -0.3377 h
fin half-width = 50 nm, h = 5 nm
exact fin removal time = 0.50 min
fin centre phi at 0.75 min, Godunov = -25.00 nm
fin centre phi at 0.75 min, central = 50.00 nm
no test failed
```
